# Plasmon threshold and inelastic mean free path in an electron gas: verification in Python

```python
# Electron gas, rs = 2, Hartree atomic units, on-shell G0W0 with the Lindhard (RPA) eps.
# Result under test: Gamma(k) = 2|Im Sigma| = (2/(pi k)) int dq/q int_0^W dw Im[-1/eps],
# W = min(kq - q^2/2, Ek - EF); mean free path lambda = k/Gamma.  Plasmon emission starts at
# kth = min_q K(q), K = w_pl/q + q/2, where v_g(q*) = kth - q*, and kth < kF + qc; the
# onset is A sqrt(k - kth); lambda has its global minimum above kth.
# Symbols: z = q/2kF, u = w/(q kF), kT2 = 4kF/pi, wp plasma frequency, qc plasmon cutoff,
# top(q) upper edge of the pair continuum, v_g plasmon group velocity.
import numpy as np
from scipy.special import xlogy, roots_legendre
from scipy.optimize import brentq, minimize_scalar
from scipy.integrate import quad
from scipy.constants import physical_constants as pc

pi = np.pi
eV = pc['Hartree energy in eV'][0]
ang = pc['Bohr radius'][0]*1e10
fs = pc['atomic unit of time'][0]*1e15
rs = 2.0
kF = (9*pi/4)**(1/3)/rs
EF, wp, kT2 = kF**2/2, np.sqrt(3/rs**3), 4*kF/pi

def gauss(a, b, n):
    x, w = roots_legendre(n)
    return a + (b-a)*(x+1)/2, w*(b-a)/2

ed = [0.0] + [0.5*3.0**(-j) for j in range(10, -1, -1)]   # rule on [0,1] graded to both ends
pan = [gauss(a, b, 8) for a, b in zip(ed[:-1], ed[1:])]
T = np.concatenate([p[0] for p in pan]); WT = np.concatenate([p[1] for p in pan])
T = np.concatenate([T, 1-T[::-1]]); WT = np.concatenate([WT, WT[::-1]])

def segments(breaks, end):
    b = sorted(set([0.0, end] + [x for x in breaks if 0 < x < end]))
    ab = [(s, e) for s, e in zip(b[:-1], b[1:]) if e-s > 1e-12]
    return (np.concatenate([s+(e-s)*T for s, e in ab]),
            np.concatenate([(e-s)*WT for s, e in ab]))

top = lambda q: q*kF + q*q/2
g = lambda a: (1-a)*xlogy(1+a, np.abs(1+a)) - (1+a)*xlogy(1-a, np.abs(1-a))
dg = lambda a: 2 - 2*a*np.log(np.abs((a+1)/(a-1)))

def eps_re(q, w):
    z, u = q/(2*kF), w/(q*kF)
    return 1 + kT2/q**2*(0.5 + (g(z-u)+g(z+u))/(8*z))

def eps_im(q, w):
    z, u = q/(2*kF), w/(q*kF)
    return kT2/q**2*pi/(8*z)*(np.clip(1-(u-z)**2, 0, None) - np.clip(1-(u+z)**2, 0, None))

def loss(q, w):
    r, i = eps_re(q, w), eps_im(q, w)
    return i/(r*r+i*i)

def h_complex(a):          # g(a) + 2a off the real axis, series for large |a|
    a = np.atleast_1d(np.asarray(a, complex)); out = np.empty_like(a)
    big = np.abs(a) > 8
    s = a[~big]
    out[~big] = (1-s*s)*np.log((s+1)/(s-1)) + 2*s
    b = 1/a[big]; acc = np.zeros_like(b)
    for n in range(11, -1, -1):
        acc = acc*b*b + 4/((2*n+1)*(2*n+3))
    out[big] = acc*b
    return out

def eps_c(q, w):
    z, u = q/(2*kF), w/(q*kF)
    return 1 + kT2/q**2*(h_complex(z-u)+h_complex(z+u))/(8*z)

def eps_w(q, w):
    z, u = q/(2*kF), w/(q*kF)
    return kT2/q**2*(dg(z+u)-dg(z-u))/(8*z)/(q*kF)

def eps_q(q, w):
    z, u = q/(2*kF), w/(q*kF)
    f = 0.5 + (g(z-u)+g(z+u))/(8*z)
    fz = -(f-0.5)/z + (dg(z-u)+dg(z+u))/(8*z)
    fu = (dg(z+u)-dg(z-u))/(8*z)
    return kT2/q**3*(-2*f + z*fz - u*fu)

def plasmon(q):
    lo = top(q); hi = lo + wp
    for _ in range(60):
        m = (lo+hi)/2; neg = eps_re(q, m) < 0
        lo, hi = np.where(neg, m, lo), np.where(neg, hi, m)
    return (lo+hi)/2

def vg(q):
    w = plasmon(q)
    return float(-eps_q(q, w)/eps_w(q, w))

def eps_edge(q):
    z = q/(2*kF)
    return 1 + kT2/q**2*(0.5 - 0.5*(1+z)*np.log(1+1/z))

qc = brentq(eps_edge, 0.2*kF, 1.5*kF, xtol=1e-15)
qs = brentq(lambda q: vg(q) - float(plasmon(q))/q + q/2, 0.4*kF, 0.99*qc, xtol=1e-13)
ws = float(plasmon(qs)); kth = ws/qs + qs/2

def window(k):
    h = lambda q: eps_re(q, k*q - q*q/2)
    q1 = brentq(h, wp/(2*k), qs, xtol=1e-14)
    return q1, (brentq(h, qs, k-kF, xtol=1e-14) if k < kF+qc else qc)

def continuum(q, W, power=0):
    mid = np.abs(q*kF - q*q/2)
    l1 = np.where(q < 2*kF, np.minimum(mid, W), 0.0)
    l2 = np.maximum(np.minimum(W, top(q)) - mid, 0.0)
    w1, w2, Q = l1[:, None]*T, mid[:, None] + l2[:, None]*T, q[:, None]
    return l1*((loss(Q, w1)*w1**power) @ WT) + l2*((loss(Q, w2)*w2**power) @ WT)

def breaks(k):
    b = [k-kF, 2*kF, k+kF]
    if k*k < 2*kF*kF:
        r = np.sqrt(2*kF*kF - k*k); b += [kF-r, kF+r]
    return b

def rate_pl(k):
    if k <= kth:
        return 0.0
    q1, q2 = window(k); q = q1 + (q2-q1)*T
    return 2/k*(q2-q1)*np.sum(WT/(q*eps_w(q, plasmon(q))))

def rate_pair(k):
    q, wq = segments(breaks(k)+[qc], k+kF)
    W = np.minimum(k*q - q*q/2, k*k/2 - EF)
    return 2/(pi*k)*np.sum(wq*continuum(q, W)/q)

rate = lambda k: rate_pair(k) + rate_pl(k)

def rate_contour(k, eta=0.0):     # semicircle 0 -> W in the upper half plane, no pole term
    q, wq = segments(breaks(k)+[qs]+(list(window(k)) if k > kth else []), 2*k)
    W = np.minimum(k*q - q*q/2, k*k/2 - EF)[:, None]
    ph = np.exp(-1j*pi*T)
    val = (1 - 1/eps_c(q[:, None], W/2*(1-ph) + 1j*eta))*(W/2*1j*pi*ph)
    return 2/(pi*k)*np.sum(wq*(val.imag @ WT)/q)

# GW frequency integral for one mode and one state (s=+1 empty, s=-1 occupied)
E0, e0, Om, et = 1.5, 0.8, 0.6, 0.1
for s in (1, -1):
    F = lambda w: 1j/(2*pi)/(E0+w-e0+1j*s*et)*(1/(w-Om+1j*et) - 1/(w+Om-1j*et))
    tot = sum(quad(lambda w: F(w).real, a, b, limit=400)[0]
              + 1j*quad(lambda w: F(w).imag, a, b, limit=400)[0]
              for a, b in ((-np.inf, -20), (-20, 20), (20, np.inf)))
    assert abs(tot - 1/(E0-e0-s*Om+2j*s*et)) < 1e-6
# Lindhard function against its momentum-space definition
p, wpp = gauss(0, kF, 200); mu, wmu = gauss(-1, 1, 200)
for q, w in ((0.7, 0.5+0.1j), (0.3, 0.7+0.1j), (2.3, 2.0+0.1j), (0.05, 0.6+0.1j)):
    D = p[:, None]*q*mu + q*q/2
    chi = 2/(4*pi**2)*((wpp*p*p) @ (1/(w-D) - 1/(w+D)) @ wmu)
    assert abs(eps_c(q, w)[0] - (1-4*pi/q**2*chi)) < 1e-8
for q, w in ((0.7, 0.2), (0.7, 0.6), (0.3, 0.7), (2.3, 2.0)):
    assert abs(eps_c(q, w+1e-11j)[0] - eps_re(q, w) - 1j*eps_im(q, w)) < 1e-8
assert abs(eps_re(qc, top(qc)*(1+1e-13))) < 1e-9
# f-sum rule with and without a pole
pole_share = {}
for x in (0.4, 0.7, 1.2):
    q = np.array([x*kF]); sm = continuum(q, np.array([1e9]), 1)[0]; pl = 0.0
    if x*kF < qc:
        w = plasmon(q)[0]; pl = pi*w/eps_w(q[0], w)
    assert abs((sm+pl)/(pi*wp**2/2) - 1) < 2e-5
    pole_share[x] = pl/(sm+pl)
# group velocity, threshold without the dispersion, ordering
d = 1e-5
assert abs((plasmon(qs+d)-plasmon(qs-d))/(2*d) - vg(qs)) < 1e-6
hmax = lambda k: -minimize_scalar(lambda q: -eps_re(q, k*q-q*q/2), bounds=(0.3*kF, k-kF),
                                  method='bounded', options={'xatol': 1e-10}).fun
kth2 = brentq(hmax, 1.65*kF, kF+0.995*qc, xtol=1e-13)
assert abs(kth2-kth) < 1e-8
qg = np.linspace(0.02, qc*(1-1e-6), 400)
assert np.min(plasmon(qg)/qg + qg/2) > kth - 1e-10
knaive = np.sqrt(kF**2 + 2*wp)
assert knaive < kth < kF+qc and qs < qc
# logarithmic tangency at qc
dels = (1e-2, 1e-4, 1e-6, 1e-8)
qq = [qc*(1-x) for x in dels]
gap = [kF+q-vg(q) for q in qq]; xs = [float(plasmon(q))-top(q) for q in qq]
assert all(a > b > 0 for a, b in zip(gap[:-1], gap[1:]))
C = kT2/(4*(qc/(2*kF))*qc**3*kF)
dedge = (eps_edge(qc+d)-eps_edge(qc-d))/(2*d)
slope = (1/gap[3]-1/gap[2])/np.log(xs[2]/xs[3])
assert abs(slope/(C/dedge) - 1) < 1e-3
# no Pauli blocking of undamped plasmons
for k in (1.001*kth, kF+qc, 2*kF, 5*kF):
    q1, q2 = window(k); q = np.linspace(q1, q2*(1-1e-9), 100)
    assert np.min(np.sqrt(k*k - 2*plasmon(q))) > kF
# square-root onset
w2 = (vg(qs+1e-4)-vg(qs-1e-4))/2e-4
K2 = (1+w2)/qs
A = 4*np.sqrt(2/K2)/(kth*qs*eps_w(qs, ws))
Anum = rate_pl(kth+1e-6)/1e-3
assert abs(Anum/A - 1) < 1e-3
# pair + pole against contour
dev = max(abs(rate(k)/rate_contour(k)-1)
          for k in (1.3*kF, 0.998*kth, 1.002*kth, 1.8*kF, 3*kF))
assert dev < 1e-4
# direct integral over final states k' at finite broadening
k, eta = 2.5*kF, 0.03
kp, wk = gauss(kF, k, 600)
t1, t2 = gauss(0, 0.5, 300), gauss(0.5, pi, 500)
th, wth = np.concatenate([t1[0], t2[0]]), np.concatenate([t1[1], t2[1]])
Q = np.sqrt((k-kp[:, None])**2 + 4*k*kp[:, None]*np.sin(th/2)**2)
L = (-1/eps_c(Q, (k*k-kp[:, None]**2)/2 + 1j*eta)).imag
brute = 2/(4*pi**2)*((wk*kp*kp) @ (4*pi/Q**2*L) @ (wth*np.sin(th)))
cont = rate_contour(k, eta)
assert abs(brute/cont - 1) < 3e-4
# limits
q = 2*kF*T
clow = 2/(pi*kF)*2*kF*np.sum(WT/(q*q*eps_re(q, 0*q))**2)
k = 1.001*kF; cnum = rate(k)/(k*k/2-EF)**2
assert abs(cnum/clow - 1) < 1e-2
hi_slope = (40*kF*rate(40*kF) - 20*kF*rate(20*kF))/wp/np.log(2)
assert abs(hi_slope - 1) < 1e-2
# scan, minimum of lambda, maximum of Gamma
xg = [1.1, 1.2, 1.3, 1.4, 1.5, 1.6, 1.7, 1.72, 1.74, 1.8, 1.9, 2.0, 2.25, 2.5, 2.75,
      3.0, 3.5, 4.0, 5.0, 6.0, 8.0]
tab = {x: (rate_pair(x*kF), rate_pl(x*kF)) for x in xg}
G = np.array([sum(tab[x]) for x in xg]); lam = np.array(xg)*kF/G
nmin = int(np.sum((lam[1:-1] < lam[:-2]) & (lam[1:-1] < lam[2:])))
def refine(fun, i):
    assert 0 < i < len(xg)-1
    return minimize_scalar(fun, bounds=(xg[i-1]*kF, xg[i+1]*kF), method='bounded',
                           options={'xatol': 3e-4})
i = int(np.argmin(lam))
r1, r2 = refine(lambda k: k/rate(k), i), refine(lambda k: k/rate_contour(k), i)
r3 = refine(lambda k: -rate(k), int(np.argmax(G)))
km, lm = r1.x, r1.fun
assert km > kth and abs(r2.x-km) < 5e-3 and abs(r2.fun/lm-1) < 1e-4 and r3.x > km
Gp, Gl = rate_pair(km), rate_pl(km); a1, a2 = window(km); Gth = rate_pair(kth)

print(f"rs = {rs:.1f} bohr, kF = {kF:.5f} 1/bohr, kTF^2 = {kT2:.5f} 1/bohr^2")
print(f"EF = {EF:.5f} Ha = {EF*eV:.3f} eV, wp = {wp:.5f} Ha = {wp*eV:.3f} eV")
print(f"qc = {qc:.5f} 1/bohr, qc/kF = {qc/kF:.5f}, w_pl(qc) = {top(qc):.5f} Ha")
for x in (0.3, 0.5, 0.6, 0.65, 0.7):
    w = float(plasmon(x*kF))
    print(f"q/kF = {x:.2f}: w_pl = {w:.5f} Ha, K/kF = {(w/(x*kF)+x*kF/2)/kF:.5f}")
print(f"q* = {qs:.5f} 1/bohr, q*/kF = {qs/kF:.5f}, w_pl(q*) = {ws:.5f} Ha")
print(f"v_g(q*) = {vg(qs):.5f} a.u., final momentum (kth-q*)/kF = {(kth-qs)/kF:.5f}")
print(f"kth = {kth:.6f} 1/bohr (without dispersion: {kth2:.6f}), kth/kF = {kth/kF:.5f}")
print(f"E_th = {kth**2/2:.5f} Ha = {kth**2/2*eV:.2f} eV; E_th-EF = "
      f"{kth**2/2-EF:.5f} Ha = {(kth**2/2-EF)*eV:.2f} eV")
print(f"estimates: sqrt(kF^2+2wp)/kF = {knaive/kF:.5f}, (kF+qc)/kF = {1+qc/kF:.5f}")
for x, gp in zip(dels, gap):
    print(f"1-q/qc = {x:.0e}: kF+q-v_g = {gp:.5f} a.u.")
print(f"C = {C:.5f} 1/Ha, eps_edge'(qc) = {dedge:.5f} bohr")
print(f"tangency slope: numeric {slope:.5f}, C/eps_edge' = {C/dedge:.5f} a.u.")
print(f"w_pl''(q*) = {w2:.4f} a.u., K''(q*) = {K2:.4f} bohr, "
      f"eps_w(q*) = {eps_w(qs, ws):.4f} 1/Ha")
print(f"onset A = {A:.5f} Ha bohr^1/2 (numeric at k-kth = 1e-6/bohr: {Anum:.5f})")
print(f"pole share of f-sum: q=0.4kF {pole_share[0.4]:.4f}, q=0.7kF {pole_share[0.7]:.4f}")
print(f"at kth: Gamma_pair = {Gth:.5f} Ha, lambda = {kth/Gth:.3f} bohr = {kth/Gth*ang:.3f} A")
print("k/kF  Gamma_pair(Ha)  Gamma_pl(Ha)  lambda(bohr)")
for x in (1.1, 1.3, 1.5, 1.7, 1.72, 1.74, 1.8, 2.0, 2.25, 2.5, 2.75, 3.0, 4.0, 6.0, 8.0):
    print(f"{x:.2f}  {tab[x][0]:.5f}  {tab[x][1]:.5f}  {x*kF/sum(tab[x]):.3f}")
print(f"local minima of lambda on the {len(xg)}-point grid 1.1-8 kF: {nmin}")
print(f"k_min = {km:.3f} 1/bohr, k_min/kF = {km/kF:.3f} (contour {r2.x/kF:.3f})")
print(f"E_min = {km*km/2:.3f} Ha = {km*km/2*eV:.1f} eV; E-EF = {(km*km/2-EF)*eV:.1f} eV")
print(f"lambda_min = {lm:.4f} bohr = {lm*ang:.3f} A (contour {r2.fun:.4f} bohr)")
print(f"at k_min: q1 = {a1:.4f}, q2 = {a2:.4f} 1/bohr")
print(f"at k_min: Gamma_pair = {Gp:.4f} Ha, Gamma_pl = {Gl:.4f} Ha, sum = {Gp+Gl:.4f} Ha")
print(f"at k_min: pole share = {Gl/(Gp+Gl):.3f}, tau = {fs/(Gp+Gl):.4f} fs")
print(f"max of Gamma: k/kF = {r3.x/kF:.2f}, Gamma = {-r3.fun:.4f} Ha")
print(f"largest relative deviation real axis vs contour = {dev:.1e}")
print(f"k=2.5kF, eta=0.03 Ha: final-state integral {brute:.5f} Ha, contour {cont:.5f} Ha")
print(f"Gamma/(E-EF)^2: limit {clow:.5f} 1/Ha, at k=1.001kF {cnum:.5f} 1/Ha")
print(f"d(k Gamma/wp)/d ln k between 20 and 40 kF = {hi_slope:.4f}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
rs = 2.0 bohr, kF = 0.95958 1/bohr, kTF^2 = 1.22177 1/bohr^2
EF = 0.46040 Ha = 12.528 eV, wp = 0.61237 Ha = 16.664 eV
qc = 0.69957 1/bohr, qc/kF = 0.72904, w_pl(qc) = 0.91600 Ha
q/kF = 0.30: w_pl = 0.65104 Ha, K/kF = 2.50679
q/kF = 0.50: w_pl = 0.72841 Ha, K/kF = 1.83214
q/kF = 0.60: w_pl = 0.79105 Ha, K/kF = 1.73183
q/kF = 0.65: w_pl = 0.83151 Ha, K/kF = 1.71429
q/kF = 0.70: w_pl = 0.88079 Ha, K/kF = 1.71651
q* = 0.64276 1/bohr, q*/kF = 0.66983, w_pl(q*) = 0.84981 Ha
v_g(q*) = 1.00075 a.u., final momentum (kth-q*)/kF = 1.04291
kth = 1.643508 1/bohr (without dispersion: 1.643508), kth/kF = 1.71274
E_th = 1.35056 Ha = 36.75 eV; E_th-EF = 0.89016 Ha = 24.22 eV
estimates: sqrt(kF^2+2wp)/kF = 1.52647, (kF+qc)/kF = 1.72904
1-q/qc = 1e-02: kF+q-v_g = 0.33310 a.u.
1-q/qc = 1e-04: kF+q-v_g = 0.15546 a.u.
1-q/qc = 1e-06: kF+q-v_g = 0.10210 a.u.
1-q/qc = 1e-08: kF+q-v_g = 0.07644 a.u.
C = 2.55052 1/Ha, eps_edge'(qc) = 3.78464 bohr
tangency slope: numeric 0.67390, C/eps_edge' = 0.67391 a.u.
w_pl''(q*) = 4.3426 a.u., K''(q*) = 8.3120 bohr, eps_w(q*) = 6.2263 1/Ha
onset A = 0.29831 Ha bohr^1/2 (numeric at k-kth = 1e-6/bohr: 0.29831)
pole share of f-sum: q=0.4kF 0.9862, q=0.7kF 0.6028
at kth: Gamma_pair = 0.11136 Ha, lambda = 14.758 bohr = 7.810 A
k/kF  Gamma_pair(Ha)  Gamma_pl(Ha)  lambda(bohr)
1.10  0.00292  0.00000  361.791
1.30  0.02176  0.00000  57.316
1.50  0.05615  0.00000  25.634
1.70  0.10712  0.00000  15.229
1.72  0.11395  0.02437  11.932
1.74  0.12314  0.04293  10.054
1.80  0.14632  0.07153  7.928
2.00  0.17753  0.12328  6.380
2.25  0.18222  0.15673  6.370
2.50  0.17625  0.17524  6.825
2.75  0.16732  0.18582  7.473
3.00  0.15784  0.19169  8.236
4.00  0.12517  0.19417  12.020
6.00  0.08625  0.17452  22.078
8.00  0.06538  0.15433  34.941
local minima of lambda on the 21-point grid 1.1-8 kF: 1
k_min = 2.028 1/bohr, k_min/kF = 2.113 (contour 2.113)
E_min = 2.056 Ha = 56.0 eV; E-EF = 43.4 eV
lambda_min = 6.2779 bohr = 3.322 A (contour 6.2779 bohr)
at k_min: q1 = 0.3669, q2 = 0.6996 1/bohr
at k_min: Gamma_pair = 0.1820 Ha, Gamma_pl = 0.1411 Ha, sum = 0.3230 Ha
at k_min: pole share = 0.437, tau = 0.0749 fs
max of Gamma: k/kF = 2.68, Gamma = 0.3534 Ha
largest relative deviation real axis vs contour = 7.4e-09
k=2.5kF, eta=0.03 Ha: final-state integral 0.34124 Ha, contour 0.34124 Ha
Gamma/(E-EF)^2: limit 0.38407 1/Ha, at k=1.001kF 0.38325 1/Ha
d(k Gamma/wp)/d ln k between 20 and 40 kF = 1.0031
ALL CHECKS PASSED
```
